# Environmental Coulomb blockade of a tunnel junction with a series resistor: a program that tests the result

```python
"""P(E) theory of a normal tunnel junction in an ohmic environment, T = 0.

Result under test, to lowest order in tunnelling:
  low bias : R_T dI/dV = exp(-gamma a)/Gamma(1+a) * v**a
  high bias: R_T I = V - e/(2C) + a positive tail falling as 1/V
Symbols: R series resistance, C junction capacitance, R_T tunnel resistance,
R_K = h/e^2, a = 2R/R_K, tau = RC, x = E tau/hbar (energy given to circuit),
v = eV tau/hbar (bias), p(x) probability density of x.
Scaled current i(v) = e R_T I tau/hbar; its mean-energy offset is pi a/2.
inductance = L/(R^2 C) for an inductor L in series with R (zero if absent).
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.signal import fftconvolve
from scipy.special import sici, gamma, factorial

EULER = np.euler_gamma
NODES, WEIGHTS = np.polynomial.legendre.leggauss(24)


def cut_integral(x, a, power):
    """(1/pi) int exp(-x y) M(y) sin(pi a (1-cos y)) / y**power dy.

    power 0: p(x); power 1: probability above x;
    power 2: integral of (x'-x) p(x') over x' > x.
    """
    panels = int(np.ceil(45.0 / (x * np.pi))) + 1
    edges = np.concatenate(([0.0], np.pi * 2.0 ** np.arange(-25, 0),
                            np.pi * np.arange(1, panels + 1)))
    half = np.diff(edges)[:, None] / 2
    y = edges[:-1, None] + half * (1 + NODES)
    si, ci = sici(y)
    log_m = -a * (np.log(y) + EULER - ci * np.cos(y)
                  - (np.pi / 2 + si) * np.sin(y))
    phase = 2 * np.pi * a * np.sin(y / 2) ** 2
    values = np.exp(log_m - x * y) * np.sin(phase) / y ** power
    return float(np.sum(half * WEIGHTS * values) / np.pi)


def conductance(v, a):
    return 1 - cut_integral(v, a, 1)


def current(v, a):
    return v - np.pi * a / 2 + cut_integral(v, a, 2)


def power_law(v, a):
    return np.exp(-EULER * a) / gamma(1 + a) * v ** a


def resistance_ratio(w, inductance):
    """Re Z_t / R at w = omega R C, from the complex circuit impedance."""
    return (1 / (1j * w + 1 / (1 + 1j * inductance * w))).real


@lru_cache(maxsize=None)
def photon_distribution(a, inductance, step):
    """Energy distribution for independent Poisson emission into modes
    at equally spaced frequencies, from its characteristic function."""
    size = 2 ** 20
    k = np.arange(1, size)
    mean_number = np.zeros(size)
    mean_number[1:] = a * resistance_ratio(k * step, inductance) / k
    exponent = np.fft.rfft(mean_number)
    return np.fft.irfft(np.exp(exponent - exponent[0]), size)


def pair_sum_current(v, a, inductance, step):
    """Sum over filled left and empty right electron levels."""
    levels = int(round(v / step))
    prob = photon_distribution(a, inductance, step)
    pairs = fftconvolve(np.ones(levels), np.ones(levels))[:levels]
    return step * float(np.dot(pairs, prob[:levels][::-1]))


def counted_conductance(x, a, inductance, step):
    n = int(round(x / step))
    prob = photon_distribution(a, inductance, step)
    return float(np.sum(prob[:n + 1]) - prob[n] / 2)


def extrapolate(function, x, a, inductance, step):
    """Remove the error linear in the mode spacing."""
    return (2 * function(x, a, inductance, step)
            - function(x, a, inductance, 2 * step))


# Model parameters in SI units
R, C, R_T = 10e3, 1e-15, 1e6
e, hbar = const.e, const.hbar
R_K = const.h / e ** 2
a = 2 * R / R_K
tau = R * C
v_unit = hbar / (e * tau)
offset = e / (2 * C)

# One LC mode: charge transfer on the ground state emits Poisson quanta
mean_quanta = 0.8
lower = np.diag(np.sqrt(np.arange(1, 60)), 1)
shift = expm(1j * np.sqrt(mean_quanta) * (lower + lower.T))
n = np.arange(10)
poisson = np.exp(-mean_quanta) * mean_quanta ** n / factorial(n)
assert np.max(np.abs(np.abs(shift[:10, 0]) ** 2 - poisson)) < 1e-10

# Capacitor joined to many LC branches that imitate the resistor.
# Here hbar = e = RC = 1, hence R = pi a; frequencies are spaced evenly in log.
r_scaled = np.pi * a
c_scaled = 1 / r_scaled
log_w = np.linspace(np.log(1e-4), np.log(1e4), 600)
branch_w = np.exp(log_w)
inverse_l = 2 * branch_w * (log_w[1] - log_w[0]) / (np.pi * r_scaled)
branch_c = inverse_l / branch_w ** 2
dynamical = np.diag(np.concatenate(([inverse_l.sum() / c_scaled],
                                    branch_w ** 2)))
dynamical[0, 1:] = -inverse_l / np.sqrt(c_scaled * branch_c)
dynamical[1:, 0] = dynamical[0, 1:]
squares, modes = np.linalg.eigh(dynamical)
mode_w = np.sqrt(np.maximum(squares, 1e-14))
mode_weight = modes[0] ** 2 / (2 * c_scaled)
circuit_error = 0.0
for s in (0.3, 1.0, 5.0):
    from_modes = np.sum(mode_weight * np.expm1(-mode_w * s) / mode_w)
    si, ci = sici(s)
    g_s = -ci * np.cos(s) + (np.pi / 2 - si) * np.sin(s)
    closed = -a * (np.log(s) + EULER + g_s)
    circuit_error = max(circuit_error, abs(from_modes - closed))
assert circuit_error < 1e-3  # finite frequency window of the branches

# Current from the pair sum against the exact cut integral
current_error = 0.0
for v in (0.5, 2.0, 100.0):
    counted = extrapolate(pair_sum_current, v, a, 0.0, 0.002)
    current_error = max(current_error, abs(counted - current(v, a)))
assert current_error < 1e-4  # residual mode spacing and frequency window

# High-bias law against the pair sum; next term is of order 5e-5
v_high = 100.0
counted = extrapolate(pair_sum_current, v_high, a, 0.0, 0.002)
assert abs(counted - (v_high - np.pi * a / 2 + a / (2 * v_high))) < 2e-4

# Large-energy tail of p(x), next term relative 3 * (pi a/2) / x
assert abs(cut_integral(1000.0, a, 0) * 1000.0 ** 3 / a - 1) < 6e-3

# Integral equation for p(x) at x = 1, with u = x'**a to tame the edge
u_nodes, u_weights = np.polynomial.legendre.leggauss(16)
volterra = 0.0
for u, weight in zip((u_nodes + 1) / 2, u_weights / 2):
    xp = u ** (1 / a)
    volterra += (weight * cut_integral(xp, a, 0) * xp ** (1 - a)
                 / (1 + (1 - xp) ** 2))
assert abs(volterra / cut_integral(1.0, a, 0) - 1) < 2e-4

# Low-bias law with its first correction, for weak to strong environments
for a_test in (0.2, a, 2.0):
    x = 0.02
    correction = 1 - a_test * x ** 2 / ((a_test + 1) * (a_test + 2))
    ratio = conductance(x, a_test) / power_law(x, a_test)
    assert abs(ratio / correction - 1) < 1e-6
counted_low = extrapolate(counted_conductance, 0.04, a, 0.0, 0.0005)
assert abs(counted_low / power_law(0.04, a) - 1) < 1e-3

# A series inductor: same exponent, same offset, different prefactor
exponents = []
for inductance in (0.0, 1.0):
    g1 = extrapolate(counted_conductance, 0.04, a, inductance, 0.0005)
    g2 = extrapolate(counted_conductance, 0.08, a, inductance, 0.0005)
    exponents.append(np.log(g2 / g1) / np.log(2))
    assert abs(exponents[-1] - a) < 3e-3  # finite-bias correction
g_inductor = extrapolate(counted_conductance, 0.04, a, 1.0, 0.0005)
prefactor_ratio = g_inductor / counted_low
extra = quad(lambda w: (resistance_ratio(w, 1.0)
                        - resistance_ratio(w, 0.0)) / w, 0, np.inf)[0]
assert abs(prefactor_ratio / np.exp(-a * extra) - 1) < 2e-3
deficit_inductor = v_high - extrapolate(pair_sum_current, v_high, a, 1.0, 0.002)
assert abs(deficit_inductor - np.pi * a / 2) < 2e-4

# Scaled offset agrees with the capacitor charging voltage
assert abs(np.pi * a / 2 * v_unit / offset - 1) < 1e-12

hartree = const.physical_constants["Hartree energy"][0]
print(f"series resistance R = {R / 1e3:.1f} kohm")
print(f"capacitance C = {C * 1e15:.1f} fF")
print(f"tunnel resistance R_T = {R_T / 1e3:.0f} kohm")
print(f"R_K = h/e^2 = {R_K / 1e3:.4f} kohm")
print(f"R_T/R_K = {R_T / R_K:.2f}, R/R_T = {R / R_T:.3f}")
print(f"exponent a = 2R/R_K = {a:.5f}")
print(f"time RC = {tau * 1e12:.2f} ps")
print(f"crossover voltage hbar/(eRC) = {v_unit * 1e6:.3f} uV")
print(f"offset e/(2C) = {offset * 1e6:.3f} uV")
print(f"charging energy E_c = {offset * 1e6:.3f} ueV"
      f" = {e * offset / hartree:.4e} hartree")
print(f"low-bias prefactor exp(-gamma a)/Gamma(1+a) = {power_law(1.0, a):.5f}")
print(f"temperature with k_B T = e * 1 uV: {e * 1e-6 / const.k * 1e3:.2f} mK")
print("V (uV) | R_T dI/dV | power law | I (pA) | V - R_T I (uV)")
for volts in np.array([1, 2, 5, 10, 20, 50, 100, 200, 500, 1000, 2000]) * 1e-6:
    v = volts / v_unit
    i_si = current(v, a) * v_unit / R_T
    print(f"{volts * 1e6:6.0f} | {conductance(v, a):.5f} |"
          f" {power_law(v, a):.5f} | {i_si * 1e12:.4f} |"
          f" {(volts - R_T * i_si) * 1e6:.4f}")
slope = np.log(conductance(2e-6 / v_unit, a)
               / conductance(1e-6 / v_unit, a)) / np.log(2)
print(f"local exponent between 1 and 2 uV = {slope:.5f}")
tail = a * v_unit ** 2 / (2 * 2e-3)
print(f"leading 1/V tail at 2000 uV = {tail * 1e6:.4f} uV")
print("deficit V - R_T I at V = 1000 uV, same C:")
for r_other in (100.0, 1000.0, 10000.0):
    a_other = 2 * r_other / R_K
    unit_other = hbar / (e * r_other * C)
    v = 1e-3 / unit_other
    deficit = (v - current(v, a_other)) * unit_other
    print(f"  R = {r_other / 1e3:.1f} kohm: {deficit * 1e6:.3f} uV,"
          f" hbar/(eRC) = {unit_other * 1e6:.2f} uV")
print(f"exponent without inductor = {exponents[0]:.4f}")
print(f"exponent with L = R^2 C = {exponents[1]:.4f}")
print(f"conductance ratio with/without L at v=0.04: {prefactor_ratio:.4f}")
print(f"predicted prefactor ratio = {np.exp(-a * extra):.4f}")
print(f"offset with L = {deficit_inductor * v_unit * 1e6:.3f} uV")
print(f"largest error of J, explicit circuit = {circuit_error:.1e}")
print(f"largest error of scaled current, pair sum = {current_error:.1e}")
print("no test failed")
```

Printed output:

```
series resistance R = 10.0 kohm
capacitance C = 1.0 fF
tunnel resistance R_T = 1000 kohm
R_K = h/e^2 = 25.8128 kohm
R_T/R_K = 38.74, R/R_T = 0.010
exponent a = 2R/R_K = 0.77481
time RC = 10.00 ps
crossover voltage hbar/(eRC) = 65.821 uV
offset e/(2C) = 80.109 uV
charging energy E_c = 80.109 ueV = 2.9439e-06 hartree
low-bias prefactor exp(-gamma a)/Gamma(1+a) = 0.69128
temperature with k_B T = e * 1 uV: 11.60 mK
V (uV) | R_T dI/dV | power law | I (pA) | V - R_T I (uV)
     1 | 0.02696 | 0.02696 | 0.0152 | 0.9848
     2 | 0.04613 | 0.04613 | 0.0520 | 1.9480
     5 | 0.09374 | 0.09383 | 0.2642 | 4.7358
    10 | 0.15996 | 0.16054 | 0.9030 | 9.0970
    20 | 0.27081 | 0.27468 | 3.0746 | 16.9254
    50 | 0.51608 | 0.55866 | 15.1414 | 34.8586
   100 | 0.74958 | 0.95585 | 47.4813 | 52.5187
   200 | 0.91994 | 1.63542 | 132.8619 | 67.1381
   500 | 0.99009 | 3.32627 | 423.9819 | 76.0181
  1000 | 0.99797 | 5.69112 | 921.7323 | 78.2677
  2000 | 0.99954 | 9.73730 | 1920.7679 | 79.2321
local exponent between 1 and 2 uV = 0.77465
leading 1/V tail at 2000 uV = 0.8392 uV
deficit V - R_T I at V = 1000 uV, same C:
  R = 0.1 kohm: 22.148 uV, hbar/(eRC) = 6582.12 uV
  R = 1.0 kohm: 63.302 uV, hbar/(eRC) = 658.21 uV
  R = 10.0 kohm: 78.268 uV, hbar/(eRC) = 65.82 uV
exponent without inductor = 0.7737
exponent with L = R^2 C = 0.7759
conductance ratio with/without L at v=0.04: 0.6263
predicted prefactor ratio = 0.6260
offset with L = 80.109 uV
largest error of J, explicit circuit = 2.6e-04
largest error of scaled current, pair sum = 1.5e-05
no test failed
```
